\section*{Roughness of a film grown with linear surface diffusion, part 1}

(Sections cited here and not found follow in the second part.)

\section{From random arrivals to the width}

\subsection{A film four times thicker}

A silicon film is grown to a thickness of 20 nm at 0.10 nm/s. With the parameters used in these notes, linear theory gives it a root-mean-square roughness of 0.0945 nm. If growth continues to 80 nm at the same rate and with the same surface mobility, the roughness becomes 0.1336 nm. Four times as many atoms have arrived at random, yet the roughness has grown by a factor of only 1.41.

If every atom stayed where it landed, the height variance of a column would grow in proportion to the number of arrivals, and the roughness would double. Surface diffusion must therefore remove part of the randomness. The task is to find how much remains, including the numerical factor.

\subsection{The growth equation}

Let $H(\mathbf x,t)$ be the surface height above the substrate, with $\mathbf x$ a point of an unbounded plane. Atoms arrive at a rate that raises the mean height at speed $v$. We write
\begin{equation}
H(\mathbf x,t)=vt+h(\mathbf x,t),\qquad h(\mathbf x,0)=0,
\end{equation}
so that $h$ is measured from the mean growing plane and the start is flat. The height is single-valued, slopes are small, and no atoms leave the surface.

Atoms that move along the surface carry a volume current $\mathbf j$, which is volume per unit time and per unit length of a line in the plane. Conservation of volume gives
\begin{equation}
\frac{\partial h}{\partial t}=-\nabla\cdot\mathbf j+\eta ,
\label{eq:cons}
\end{equation}
where $\eta$ is the fluctuation of the arrival rate about $v$.

In the linear isotropic model, atoms leave hilltops, where $\nabla^2h<0$, and collect in hollows, where $\nabla^2h>0$. The current points towards increasing $\nabla^2h$:
\begin{equation}
\mathbf j=K\nabla(\nabla^2h),\qquad K>0 .
\end{equation}
Its divergence is $K\nabla^2\nabla^2h=K\nabla^4h$, and \eqref{eq:cons} becomes
\begin{equation}
\frac{\partial h}{\partial t}=-K\nabla^4h+\eta .
\label{eq:growth}
\end{equation}
The sign can be checked on a ripple $h=b(t)\cos kx$. Two derivatives give $-k^2$ and four give $+k^4$, so without noise $\dot b=-Kk^4b$, and the ripple decays. The stiffness $K$ has the unit nm$^4$/s.

The noise has zero mean and is uncorrelated in space and time:
\begin{equation}
\langle\eta(\mathbf x,t)\eta(\mathbf x',t')\rangle
=2D\,\delta^2(\mathbf x-\mathbf x')\,\delta(t-t') .
\label{eq:noise}
\end{equation}
Angle brackets denote an average over repeated growth runs. The relaxation conserves volume, but the noise does not: an extra arrival adds volume. We also take the noise to be Gaussian. The variance of $h$ requires only \eqref{eq:noise}; the Gaussian property is needed later, when heights are rounded to whole layers.

\subsection{The noise strength}

The constant $D$ follows from counting atoms. Let each atom add a volume $\Omega$, and let $J=v/\Omega$ be the mean number of arrivals per unit area and time. The number $N$ arriving on an area $A$ during a time $t$ has mean $JAt$. Divide $t$ into many short intervals, in each of which one atom arrives with small probability $p$. The count in one interval has variance $p(1-p)$, which tends to $p$. Independent variances add, so the variance of $N$ equals its mean, $JAt$.

Before any relaxation, the mean height added on the area is $\Omega N/A$. Its variance is
\begin{equation}
\frac{\Omega^2}{A^2}\,JAt=\frac{\Omega^2Jt}{A}=\frac{\Omega vt}{A}.
\label{eq:count}
\end{equation}
The same quantity computed from \eqref{eq:noise} is
\begin{align}
&\frac1{A^2}\int_0^t\!ds\int_0^t\!ds'\int_A\!d^2x\int_A\!d^2x'\,
2D\,\delta^2(\mathbf x-\mathbf x')\delta(s-s')\nonumber\\
&\qquad=\frac{2D}{A^2}\,At=\frac{2Dt}{A}.
\label{eq:areanoise}
\end{align}
Equating the two results gives
\begin{equation}
2D=\Omega v .
\label{eq:shot}
\end{equation}

A test placed one million atoms at random on a square of side 200 nm and counted them in cells. The measured variance divided by \eqref{eq:areanoise} was 0.991 for cells of side 1 nm and 0.987 for cells of side 2 nm. The same $D$ serves both sizes, as white noise requires.

Equation \eqref{eq:areanoise} also shows why $h$ can be measured from $vt$ on an infinite plane. The variance of the mean height falls to zero as $A\to\infty$. Relaxation cannot change this conclusion, because it only moves volume within the plane.

\subsection{Each wave relaxes separately}

We use the Fourier convention
\begin{equation}
\hat h(\mathbf k,t)=\int d^2x\,e^{-i\mathbf k\cdot\mathbf x}h(\mathbf x,t),
\qquad
h(\mathbf x,t)=\int\frac{d^2k}{(2\pi)^2}\,
e^{i\mathbf k\cdot\mathbf x}\hat h(\mathbf k,t).
\end{equation}
Each gradient becomes $i\mathbf k$, so $\nabla^4$ becomes $(-k^2)^2=k^4$, and
\begin{equation}
\frac{\partial\hat h}{\partial t}=-Kk^4\hat h+\hat\eta .
\end{equation}
Multiplication by $e^{Kk^4t}$ turns the first two terms into one derivative:
\begin{equation}
\frac{\partial}{\partial t}\left(e^{Kk^4t}\hat h\right)=e^{Kk^4t}\hat\eta .
\end{equation}
Integrating from the flat start gives
\begin{equation}
\hat h(\mathbf k,t)=\int_0^t ds\,e^{-Kk^4(t-s)}\hat\eta(\mathbf k,s).
\label{eq:solution}
\end{equation}
An arrival at time $s$ has had a time $t-s$ to be smoothed out.

The transformed noise has covariance
\begin{align}
\langle\hat\eta(\mathbf k,s)\hat\eta^*(\mathbf k',s')\rangle
&=2D\,\delta(s-s')\int d^2x\,e^{-i(\mathbf k-\mathbf k')\cdot\mathbf x}\nonumber\\
&=2D(2\pi)^2\delta^2(\mathbf k-\mathbf k')\delta(s-s').
\end{align}
The spatial delta function in \eqref{eq:noise} removed one of the two position integrals. Different waves are therefore uncorrelated. Inserting this into two copies of \eqref{eq:solution}, we obtain
\begin{equation}
\langle\hat h(\mathbf k,t)\hat h^*(\mathbf k',t)\rangle
=(2\pi)^2\delta^2(\mathbf k-\mathbf k')S(k,t),
\label{eq:cov}
\end{equation}
where the delta function in time leaves a single integral,
\begin{equation}
S(k,t)=2D\int_0^t ds\,e^{-2Kk^4(t-s)}
=\frac{D}{Kk^4}\left(1-e^{-2Kk^4t}\right).
\label{eq:spectrum}
\end{equation}
The factor 2 in the exponent arises because two amplitudes decay together. The integral supplies $1/(2Kk^4)$, whose 2 cancels the 2 in $2D$.

There are two limits. If $2Kk^4t\ll1$, then $1-e^{-2Kk^4t}\simeq2Kk^4t$ and $S\simeq2Dt$: long waves still keep all their shot noise. If $2Kk^4t\gg1$, then $S\simeq D/(Kk^4)$: short waves have reached a balance between arrivals and smoothing and no longer grow. The boundary lies near $k=1/\xi$, with
\begin{equation}
\xi(t)=(Kt)^{1/4}.
\label{eq:xi}
\end{equation}

\subsection{The sum over waves}

Define $W^2(t)=\langle h^2(\mathbf x,t)\rangle$. It does not depend on $\mathbf x$, because neither the start nor the noise singles out a point. From the inverse transform and \eqref{eq:cov},
\begin{align}
W^2(t)&=\int\frac{d^2k}{(2\pi)^2}\,S(k,t)
=\frac1{(2\pi)^2}\int_0^\infty 2\pi k\,dk\,S(k,t)\nonumber\\
&=\frac{D}{2\pi K}\int_0^\infty
\frac{1-e^{-2Kk^4t}}{k^3}\,dk .
\label{eq:radial}
\end{align}
Set $u=k^2$. Then $du=2k\,dk$, and $dk/k^3=k\,dk/k^4=du/(2u^2)$. Hence
\begin{equation}
W^2(t)=\frac{D}{4\pi K}\int_0^\infty
\frac{1-e^{-2Ktu^2}}{u^2}\,du .
\label{eq:uwidth}
\end{equation}
Near $u=0$ the integrand tends to the finite value $2Kt$. At large $u$ it falls as $1/u^2$. The integral converges at both ends without a shortest or longest wavelength.

To evaluate it, let
\begin{equation}
I(a)=\int_0^\infty\frac{1-e^{-au^2}}{u^2}\,du,\qquad a>0 .
\end{equation}
Differentiating with respect to $a$ cancels the denominator and leaves half a Gaussian integral:
\begin{equation}
I'(a)=\int_0^\infty e^{-au^2}\,du=\frac12\sqrt{\frac{\pi}{a}} .
\label{eq:derivative}
\end{equation}
The derivative may be taken under the integral because, for all $a$ above any chosen $a_0>0$, the new integrand is bounded by the integrable function $e^{-a_0u^2}$.

We also need the value at $a\to0$. Since $1-e^{-y}$ exceeds neither $y$ nor 1 for $y\ge0$,
\begin{equation}
0\le I(a)\le\int_0^{1/\sqrt a}a\,du
+\int_{1/\sqrt a}^{\infty}\frac{du}{u^2}=2\sqrt a .
\end{equation}
Thus $I(0)=0$. Integrating \eqref{eq:derivative} from zero gives
\begin{equation}
I(a)=\frac{\sqrt\pi}{2}\int_0^a\frac{da'}{\sqrt{a'}}
=\frac{\sqrt\pi}{2}\,2\sqrt a=\sqrt{\pi a}.
\end{equation}
With $a=2Kt$, \eqref{eq:uwidth} becomes
\begin{align}
W^2(t)&=\frac{D}{4\pi K}\sqrt{2\pi Kt}
=D\sqrt{\frac{2\pi Kt}{16\pi^2K^2}}\nonumber\\
&=D\sqrt{\frac{t}{8\pi K}} .
\label{eq:main}
\end{align}
This holds for every $t>0$ in the continuum model on an infinite plane, starting flat.

\subsection{Why the roughness grows slowly}

Taking the square root of \eqref{eq:main},
\begin{equation}
W(t)=D^{1/2}\left(\frac{t}{8\pi K}\right)^{1/4}.
\end{equation}
A fourfold time at fixed $D$ and $K$ multiplies $W$ by $4^{1/4}=\sqrt2$, which is the factor 1.41 in the opening example.

The physical reason can be read from \eqref{eq:areanoise}. Diffusion averages the arrivals over patches of area about $\xi^2$. The shot-noise variance of such a patch is of order
\begin{equation}
\frac{2Dt}{\xi^2}=\frac{2Dt}{\sqrt{Kt}}=2D\sqrt{\frac tK}.
\end{equation}
When $t$ is multiplied by four, the number of arrivals per unit area rises by four, but the averaging area doubles. The variance therefore doubles. This argument gives the power of time; the factor $1/\sqrt{8\pi}$ requires the integral.

It is also useful to write
\begin{equation}
W^2=\frac{D}{K}\sqrt{\frac{Kt}{8\pi}}
=\frac{D\,\xi^2}{K\sqrt{8\pi}} .
\label{eq:xiform}
\end{equation}
Since $D/K$ is a pure number, both sides have the unit nm$^2$.

\subsection{The numbers for the film}

The film has the diamond structure, with eight atoms in a cubic cell. With a rough lattice constant of 0.543 nm,
\begin{equation}
\Omega=\frac{(0.543\ \mathrm{nm})^3}{8}=0.02001\ \mathrm{nm^3}.
\end{equation}
Equation \eqref{eq:shot} gives
\begin{equation}
D=\frac{0.02001\times0.10}{2}\ \mathrm{nm^4/s}
=0.001001\ \mathrm{nm^4/s}.
\end{equation}
The stiffness is chosen as $K=0.10$ nm$^4$/s. It is a model parameter, not a measured value. A 20 nm film takes $20/0.10=200$ s, and
\begin{equation}
W^2=0.001001\sqrt{\frac{200}{8\pi\times0.10}}\ \mathrm{nm^2}
=0.00893\ \mathrm{nm^2}.
\end{equation}
Thus $W=0.0945$ nm. Direct numerical integration of \eqref{eq:radial} gives the same $W^2$, 0.008926 nm$^2$. The lateral length is
\begin{equation}
\xi=(0.10\times200)^{1/4}\ \mathrm{nm}=2.1\ \mathrm{nm}.
\end{equation}

The choice of $K$ matters only through a fourth root. With $D$ and the growth time held fixed, halving $K$ raises $W$ to 0.112 nm, and doubling it lowers $W$ to 0.079 nm.

The first of the discarded details is the atomic spacing. Real surface waves cannot be arbitrarily short. Suppose waves with $k>\Lambda$ are absent. The part removed from \eqref{eq:uwidth} is
\begin{equation}
\Delta W^2=\frac{D}{4\pi K}\int_{\Lambda^2}^{\infty}
\frac{1-e^{-2Ktu^2}}{u^2}\,du
\simeq\frac{D}{4\pi K\Lambda^2},
\label{eq:cutoff}
\end{equation}
provided $2Kt\Lambda^4\gg1$, since the exponential is then negligible throughout the range. The loss is constant in time while $W^2$ grows, so its relative size falls.

On silicon (001), one surface site has an area $a^2$ with $a=0.384$ nm. We choose a circle in $\mathbf k$ space that holds one wave per site, $\pi\Lambda^2=(2\pi)^2/a^2$, so $\Lambda=2\sqrt\pi/a=9.23$ nm$^{-1}$. The loss \eqref{eq:cutoff} is then 0.1 percent of $W^2$. This is the effect of the cutoff alone. On a lattice, short waves can also relax more slowly than $Kk^4$, which raises the width. If $\nabla^2$ is replaced by differences between nearest neighbours on a square lattice of spacing $a$, the net change in the example is an increase of about 1 percent in $W^2$. At the opposite extreme, $2Kt\Lambda^4\ll1$, every retained wave has $S\simeq2Dt$, and the sum is
\begin{equation}
W^2\simeq2Dt\,\frac{\pi\Lambda^2}{(2\pi)^2}=\frac{2Dt}{a^2}.
\end{equation}
This is the independent-column result, in which roughness grows as $t^{1/2}$. The law \eqref{eq:main} takes over in a lattice model after diffusion has had time to act between neighbouring sites.

\section{Finite surfaces, atomic layers and steps}

\subsection{What is carried over}

The height $h$ is measured from the mean plane, $K$ is the surface-diffusion stiffness, and $2D=\Omega v$ is the noise strength for atomic volume $\Omega$ and growth speed $v$. From a flat start, the spectrum and the squared width are
\begin{equation}
S(k,t)=\frac{D(1-e^{-2Kk^4t})}{Kk^4},\qquad
W^2=D\sqrt{\frac{t}{8\pi K}} ,
\label{eq:recall}
\end{equation}
and $\xi=(Kt)^{1/4}$ is the lateral length. The example has $v=0.10$ nm/s, $K=0.10$ nm$^4$/s, $D=0.001001$ nm$^4$/s and $t=200$ s, which give $W=0.0945$ nm and $\xi=2.1$ nm. The surface site length is $a=0.384$ nm, and the cutoff is $\Lambda=9.23$ nm$^{-1}$.

For the linear model on an infinite plane with a flat start, we have derived $W^2=D\sqrt{t/(8\pi K)}$, so the roughness grows only as $t^{1/4}$. What remains is to examine finite surfaces, slopes, whole atomic layers, slope-driven currents, diffusion noise and nonlinear smoothing, and to ask how far the example can stand for a real silicon film.
